# Temperature-dependent conductance of a spinless Luttinger liquid with one impurity, part 1

(Sections cited here and not found follow in the later parts.)

A single-channel wire carries spinless electrons past one defect, which may be a charged trap, a kink or a gate-defined constriction. Without interactions the defect has a transmission \(\mathcal T\) at the Fermi energy, and the linear conductance tends to \(\mathcal T e^2/h\) as the temperature falls. With interactions, the reflected wave builds a density oscillation at wave number \(2k_F\) that scatters further electrons, and an electron that tunnels through the defect must make room for itself among the others. Both effects depend on the energy available, so the conductance depends on temperature even for a featureless defect. The question is how, and whether the wire conducts at \(T\to0\).

## A.1 Model, conventions and results

We set \(\hbar=k_B=1\), so \(h=2\pi\), and quote conductances in units of \(e^2/h=e^2/2\pi\). Below a cutoff energy \(\omega_c\) the clean wire is described by

\[ H_0=\frac{v}{2\pi}\int dx\,\Big[K(\partial_x\theta)^2+\frac1K(\partial_x\phi)^2\Big],\qquad [\phi(x),\partial_{x'}\theta(x')]=i\pi\delta(x-x'). \tag{1}\]

Here \(v\) is the sound velocity, and \(K<1\), \(K=1\), \(K>1\) describe repulsive, free and attractive fermions. The smooth density is \(\rho=-\partial_x\phi/\pi\). The number of particles to the right of the origin is then \(\int_0^\infty\rho\,dx=\phi(0)/\pi\) plus a constant, and the electric current is \(I=e\dot\phi(0)/\pi\). Right and left movers are \(\psi_{R,L}\propto e^{\pm ik_Fx}e^{i(\theta\mp\phi)}\). This bosonized form is the starting assumption; A.9 compares its consequences with a lattice model.

A weak impurity in an intact wire turns left movers into right movers through \(\psi_R^\dagger\psi_L\propto e^{2i\phi}\) and right movers into left movers through its conjugate, and a weak link joins two half wires 1 (left) and 2 (right):

\[ H_B=\lambda\big(e^{2i\phi(0)}+e^{-2i\phi(0)}\big),\qquad H_T=-t'\big(e^{i(\theta_1-\theta_2)}+e^{-i(\theta_1-\theta_2)}\big). \tag{2}\]

A phase of \(\lambda\) is removed by shifting \(\phi\). With

\[ F_\Delta(T)=\Big(\frac{2\pi T}{\omega_c}\Big)^{2\Delta-2}\frac{\Gamma(\Delta)^2}{\Gamma(2\Delta)}, \tag{3}\]

the linear conductance of an infinite wire at \(T\ll\omega_c\), to second order in the amplitude, is

\[ G=K-K^2\Big(\frac{2\pi\lambda}{\omega_c}\Big)^2F_K(T),\qquad G=\Big(\frac{2\pi t'}{\omega_c}\Big)^2F_{1/K}(T) \tag{4}\]

for the backscatterer and the link. These are the Kane–Fisher laws \(\delta G\propto T^{2K-2}\) and \(G\propto T^{2/K-2}\). The statement that any impurity cuts a repulsive wire needs three conditions. The impurity must not be tuned to a resonance (A.6). The wire must be longer than the thermal length \(v/T\) (A.8). The two perturbative ends must be joined without an intermediate fixed point, which is derived here at \(K=1/2\) (A.7), supported numerically at \(K=3/4\) (A.9), and assumed for other \(K<1\).

## A.2 The intact wire as friction on \(\phi(0)\)

By (1) the momentum conjugate to \(\phi\) is \(\Pi=\partial_x\theta/\pi\). Then \(\dot\phi=\delta H_0/\delta\Pi=\pi vK\Pi=vK\partial_x\theta\), and the Legendre transform gives the Lagrangian density \((2\pi K)^{-1}[\dot\phi^2/v-v(\partial_x\phi)^2]\). In imaginary time the action is \((2\pi K)^{-1}\int dx\,d\tau\,[(\partial_\tau\phi)^2/v+v(\partial_x\phi)^2]\). The propagator is the inverse of the kernel \((\pi K)^{-1}(\omega^2/v+vq^2)\), and at coinciding points

\[ \mathcal G_\phi(i\omega)=\int\frac{dq}{2\pi}\,\frac{\pi Kv}{\omega^2+v^2q^2}=\frac{\pi K}{2|\omega|}, \tag{5}\]

using \(\int dq/(\omega^2+v^2q^2)=\pi/(v|\omega|)\).

In real time, a force \(F(t)\) on \(\phi(0)\) gives \((\pi K)^{-1}[\ddot\phi/v-v\phi'']=F\delta(x)\). The retarded solution is an outgoing wave \(\phi=g(t-|x|/v)\), whose slope jumps by \(-2\dot g/v\) at the origin. Integrating the equation across \(x=0\) gives \(-(v/\pi K)(-2\dot g/v)=F\), that is

\[ \eta\,\dot\phi(0)=F,\qquad \eta=\frac{2}{\pi K}. \tag{6}\]

The equation of motion is linear, so (6) holds for operators, with the free incoming field added, and to any order in an impurity that supplies \(F\).

A potential energy \(U(x)\) couples as \(\int U\rho\,dx=\pi^{-1}\int U'\phi\,dx\) after an integration by parts, so the force density is \(-U'/\pi\) and the total force is \([U(-\infty)-U(\infty)]/\pi=eV/\pi\). Each element of a static force produces, after a transient, a uniform \(\dot\phi\), so only the total matters. Equation (6) gives

\[ 2\dot\phi=KeV,\qquad I_0=\frac{e\dot\phi}{\pi}=K\frac{e^2}{2\pi}V. \tag{7}\]

The clean conductance of the infinite wire is \(K\), and the operator \(e^{2i\phi}\) rotates at frequency \(KeV\).

## A.3 The cut wire and the two dimensions

Integrating the commutator in (1) over \(x'\) gives \([\phi(x),\theta(x')]=i\pi\Theta(x'-x)+\text{const}\), and differentiating with respect to \(x\) gives \([\theta(x'),\partial_x\phi(x)]=i\pi\delta(x-x')\). So \(\partial_x\phi/\pi=-\rho\) is conjugate to \(\theta\). Two things follow. First, \([\rho(x),\theta(x')]=i\delta\) implies \([\rho(x),e^{i\theta(x')}]=-\delta(x-x')e^{i\theta(x')}\), so \(e^{i\theta}\) removes one particle and \(e^{i(\theta_1-\theta_2)}\) moves one from left to right. Second, the steps of A.2 can be repeated with \(\phi\leftrightarrow\theta\) and \(K\to1/K\), so the bulk local propagator of \(\theta\) is \(\pi/(2K|\omega|)\).

At an open end no current flows. Since \(\dot\phi=vK\partial_x\theta\), the field \(\phi\) is pinned to a constant and \(\partial_x\theta=0\). The factors \(e^{\mp i\phi}\) in the electron operator become numbers, which are absorbed in \(t'\). The Green function with vanishing slope at \(x=0\) is the bulk function plus its mirror image, \(\mathcal G(x-x')+\mathcal G(x+x')\), which at the end is twice the bulk value, \(\pi/(K|\omega|)\). The two half wires are independent, so the propagators add in \(\theta_1-\theta_2\).

Both perturbations in (2) have the form \(e^{i\chi}+\text{h.c.}\) with a Gaussian phase \(\chi\). We define \(\Delta\) by \(\mathcal G_\chi=2\pi\Delta/|\omega|\). For \(\chi=2\phi\) the propagator is \(4\times\pi K/(2|\omega|)\), and for \(\chi=\theta_1-\theta_2\) it is \(2\times\pi/(K|\omega|)\). Hence

\[ \Delta_B=K,\qquad\Delta_T=\frac1K. \tag{8}\]

Replacing \(\chi\) by \(n\chi\) multiplies the propagator by \(n^2\), so the process that reflects or transfers \(n\) particles at once has \(\Delta=n^2K\) or \(n^2/K\). The program inverts the discretized action, once in the bulk and once at a free end where no boundary condition is imposed by hand, and finds 0.75000 and 1.33333 at \(K=0.75\).

## A.4 The correlator and its spectrum

Write \(\chi=\sum_kg_k(b_k+b_k^\dagger)\) in the normal modes of the wire. Its Matsubara propagator is \(\sum_kg_k^2\,2\omega_k/(\omega^2+\omega_k^2)\). The weight \(\sum_kg_k^2\delta(\Omega-\omega_k)=2\Delta/\Omega\) gives \(\int_0^\infty4\Delta\,d\Omega/(\omega^2+\Omega^2)=2\pi\Delta/|\omega|\), as required. We cut this weight off with \(e^{-\Omega/\omega_c}\), which defines \(\omega_c\).

For a Gaussian field \(\langle e^{i\chi(t)}e^{-i\chi(0)}\rangle=\exp[\langle\chi(t)\chi(0)\rangle-\langle\chi^2\rangle]\). A mode with Bose occupation \(n\) contributes \((n+1)e^{-i\Omega t}+ne^{i\Omega t}=\coth(\Omega/2T)\cos\Omega t-i\sin\Omega t\) to \(\langle\chi(t)\chi(0)\rangle\). Therefore \(C(t)\equiv\langle e^{i\chi(t)}e^{-i\chi(0)}\rangle=e^{-W(t)}\) with

\[ W(t)=2\Delta\int_0^\infty\frac{d\Omega}{\Omega}e^{-\Omega/\omega_c}\Big[\coth\frac{\Omega}{2T}(1-\cos\Omega t)+i\sin\Omega t\Big]. \tag{9}\]

Averages such as \(\langle e^{i\chi}e^{i\chi}\rangle\) vanish, because their exponent contains \(-2\langle\chi^2\rangle\), which diverges at small \(\Omega\).

Expand \(\coth(\Omega/2T)=1+2\sum_{n\ge1}e^{-n\Omega/T}\). The basic integral is \(\int_0^\infty d\Omega\,\Omega^{-1}e^{-s\Omega}(1-e^{-i\Omega t})=\ln(1+it/s)\), which holds because both sides vanish at \(t=0\) and both have \(t\)-derivative \(i/(s+it)\). The term 1 combines with \(i\sin\Omega t\) into \(1-e^{-i\Omega t}\) and gives \(\ln(1+i\omega_ct)\). The \(n\)-th term needs twice the real part, \(\ln(1+t^2/s_n^2)\), with \(s_n=1/\omega_c+n/T=(n+\kappa)/T\) and \(\kappa=T/\omega_c\). The Weierstrass product of the Gamma function gives \(\prod_{n\ge1}[1+y^2/(n+\kappa)^2]=\Gamma(1+\kappa)^2/[\Gamma(1+\kappa+iy)\Gamma(1+\kappa-iy)]\). Thus, exactly for this cutoff,

\[ C(t)=(1+i\omega_ct)^{-2\Delta}\left[\frac{\Gamma(1+\kappa+iTt)\,\Gamma(1+\kappa-iTt)}{\Gamma(1+\kappa)^2}\right]^{2\Delta}. \tag{10}\]

At \(T=0\) it decays as \(t^{-2\Delta}\), so \(\Delta\) is the scaling dimension of \(e^{i\chi}\). Equation (10) is tested against direct quadrature of (9).

Define \(P(E)=(2\pi)^{-1}\int dt\,e^{iEt}C(t)\). Inserting eigenstates shows that \(P(E)\) is the probability density for the wire to absorb energy \(E\) when \(e^{-i\chi}\) acts. The singularities of (10) lie at \(t=i/\omega_c\), at \(t=i(1+\kappa+n)/T\) and at \(t=-i(1+\kappa+n)/T\) with \(n\ge0\), and \(\Gamma\) has no zeros. The strip between the real axis and \(\operatorname{Im}t=-1/2T\) is free of them and \(C\) decays exponentially along it, so the contour can be moved to \(t=s-i/2T\). There \(1+i\omega_ct=(\tfrac12+\kappa+iTs)/\kappa\), \(\Gamma(1+\kappa+iTt)=\Gamma(\tfrac32+\kappa+iTs)=(\tfrac12+\kappa+iTs)\Gamma(\tfrac12+\kappa+iTs)\), and \(\Gamma(1+\kappa-iTt)=\Gamma(\tfrac12+\kappa-iTs)\). The linear factors cancel:

\[ C\Big(s-\frac{i}{2T}\Big)=\left[\frac{\kappa\,|\Gamma(\tfrac12+\kappa+iTs)|^2}{\Gamma(1+\kappa)^2}\right]^{2\Delta},\qquad e^{iEt}=e^{E/2T}e^{iEs}. \tag{11}\]

The function in (11) is even in \(s\), so \(P(E)e^{-E/2T}\) is even in \(E\). This is detailed balance, \(P(-E)=e^{-E/T}P(E)\), valid at any \(\kappa\), and differentiating it at \(E=0\) gives

\[ 2P'(0)=P(0)/T. \tag{12}\]

For \(\kappa\ll1\) we drop \(\kappa\) inside the Gamma functions and use the reflection formula \(|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y\), so that (11) becomes \([\pi\kappa/\cosh\pi Ts]^{2\Delta}\). With \(u=\pi Ts\), \(\cosh u=e^{-u}(1+e^{2u})/2\), \(w=e^{2u}\) and \(du=dw/2w\),

\[ \int_{-\infty}^\infty\frac{e^{i\alpha u}\,du}{\cosh^{2\Delta}u}=2^{2\Delta-1}\int_0^\infty\frac{w^{\Delta+i\alpha/2-1}}{(1+w)^{2\Delta}}dw=2^{2\Delta-1}\frac{|\Gamma(\Delta+i\alpha/2)|^2}{\Gamma(2\Delta)}, \tag{13}\]

the last step being Euler's Beta integral. Setting \(\alpha=E/\pi T\) and \(ds=du/\pi T\), the prefactors combine as \((\pi\kappa)^{2\Delta}2^{2\Delta-1}/(\pi T)=(2\pi\kappa)^{2\Delta-1}/\omega_c\), and

\[ P(E)=\frac{(2\pi\kappa)^{2\Delta-1}}{2\pi\omega_c}\,e^{E/2T}\,\frac{|\Gamma(\Delta+iE/2\pi T)|^2}{\Gamma(2\Delta)}. \tag{14}\]

From (12) and (14), \(2P'(0)=(2\pi\kappa)^{2\Delta-1}\Gamma(\Delta)^2/[2\pi\omega_cT\,\Gamma(2\Delta)]=F_\Delta/\omega_c^2\).

The neglected terms are of relative order \(\kappa\), since (11) divided by \(\kappa^{2\Delta}\) is smooth in \(\kappa\). At \(\Delta=1/2\) the coefficient follows in closed form. The substitution \(z=e^u\) in Euler's integral makes \(\Gamma(a+iy)\) the Fourier transform of \(e^{au-e^u}\), so Parseval's theorem gives \(\int dy\,|\Gamma(a+iy)|^2=2\pi\,2^{-2a}\Gamma(2a)\). With \(a=\tfrac12+\kappa\), the exact \(P(0)\) divided by (14) is \(2^{-2\kappa}\Gamma(1+2\kappa)/\Gamma(1+\kappa)^2=1-2\kappa\ln2+O(\kappa^2)\). The computed deviation at \(\kappa=10^{-3}\) is \(-1.38\times10^{-3}\), as this predicts.

For numerical work the derivative is best taken under the integral. Since \(C(-t)=C(t)^*\),

\[ 2P'(0)=\frac1\pi\int_0^\infty it\,[C(t)-C(t)^*]\,dt=-\frac2\pi\int_0^\infty t\,\operatorname{Im}C(t)\,dt. \tag{15}\]

The integrand has structure at \(t\sim1/\omega_c\) and decays as \(e^{-2\pi\Delta Tt}\), so logarithmically spaced Gauss–Legendre panels up to \(t=8/(\Delta T)\) suffice, with (10) evaluated through the complex log-Gamma function. For \(\Delta>1\) the short-time region is of order one in cutoff units and cancels down to a result of order \(\kappa^{2\Delta-2}\), so the absolute accuracy of the quadrature must be well below that. The program evaluates (15) on the real axis, without the contour shift and without (12). The columns below give the slope \(d\ln P'(0)/d\ln T\) between \(\kappa=10^{-4}\) and \(2\times10^{-4}\), and the deviation of (15) relative to \(F_\Delta/\omega_c^2\) at \(\kappa=10^{-3}\).

| \(\Delta\) | slope | \(2\Delta-2\) | deviation |
|---|---|---|---|
| 1/2 | −1.0002 | −1 | −1.38×10⁻³ |
| 3/4 | −0.5004 | −1/2 | −2.66×10⁻³ |
| 1 | −0.0006 | 0 | −3.99×10⁻³ |
| 4/3 | 0.6658 | 2/3 | −5.78×10⁻³ |
| 2 | 1.9986 | 2 | −9.41×10⁻³ |

The program asserts that the deviation halves when \(\kappa\) is halved. A factor \(1-c\kappa\) shifts the slope between the two temperatures by \(-c\times10^{-4}/\ln2\), which for \(c=3.99\) accounts for the entry \(-0.0006\). Equation (14) is also tested at \(E=\pm2T\), and (12) for each \(\Delta\).

We now have the response of the clean wire, the scaling dimensions of the backscatterer and the link, and the spectrum \(P(E)\) with its slope at zero energy. It remains to derive the conductances (4) from them, to follow the flow beyond weak coupling, and to treat finite wires, the lattice comparison and a worked example.
